# How lowest-band Wannier functions decay in one dimension, part 2

We seek the large-distance tail of the Wannier function of the lowest band (band 1) for an electron of mass \(m\), in SI units. The potential \(V(x)\) is real and even with period \(a\), and the gap above band 1 is open. The Schrödinger solutions \(c(x;E)\), \(s(x;E)\) have \(c(0)=s'(0)=1\), \(c'(0)=s(0)=0\), and are entire in \(E\). Put \(\mu(E)=c(a;E)\), primes on \(\mu\) meaning \(d/dE\), and \(p^2=2mE/\hbar^2\). Then

\[
c(a;E)=\cos pa+O\!\left(e^{|\mathrm{Im}\,p|a}/|p|\right)\quad\text{for large }|p|.\tag{2}
\]

The Bloch solutions, which gain a factor \(\lambda=e^{ika}\) per period, are given by

\[
\cos ka=\mu(E),\qquad \varphi_k(x)=c(x;E)+\beta_k\,s(x;E),\qquad \beta_k=\frac{i\sin ka}{s(a;E)} .\tag{5}
\]

They obey \(\varphi_{-k}(x)=\varphi_k(-x)\), which equals \(\varphi_k(x)^*\) for real \(k\). The norm \(N(k)=\int_0^a\varphi_k\varphi_{-k}\,dx\), positive for real \(k\), is

\[
N=-\frac{\hbar^2}{m}\,\frac{\mu'(E)}{s(a;E)} .\tag{6}
\]

All zeros of \(\mu'\) are real and have \(|\mu|\ge1\). As \(E\) rises, \(\mu\) falls from \(+\infty\) through \(+1\) and \(-1\), the bottom and top of band 1, to its first minimum, at \(E_0\) in the gap:

\[
\mu'(E_0)=0,\qquad \mu(E_0)=-\cosh ha,\qquad \mu_2\equiv\mu''(E_0)>0 .\tag{7}
\]

Zeros of \(s(a;E)\) lie only on band edges. With the origin at the well centre, the lowest is at the bottom of band 2, and \(s(a;E)>0\) for all lower real \(E\).

The branch point is \(k_0=\pi/a+ih\), and \(t=h+i(k-\pi/a)\). Section 1 showed that \(f=(1+e^{-ha}e^{-ika})^{-\nu}\simeq(ta)^{-\nu}\) has Fourier coefficients \(f_R=\frac{a}{2\pi}\int_0^{2\pi/a}e^{ikRa}f\,dk\simeq(-1)^RR^{\nu-1}e^{-hRa}/\Gamma(\nu)\).

For weak \(V=-2V_1\cos(2\pi x/a)\), section 2 kept two plane waves. With \(\gamma=\pi\hbar^2/(ma)\) and \(h=V_1/\gamma\), the levels are \(\bar E\pm W\), where \(W=V_1\) at \(k=\pi/a\) and \(W\simeq\gamma\sqrt{2ht}\) near \(k_0\). The normalised Bloch function is

\[
\psi_k(0)=a^{-1/2}\left(\frac h2\right)^{1/4}t^{-1/4}\left[1+\frac{t^{1/2}}{\sqrt{2h}}+O(t)\right].\tag{1}
\]

We now continue \(E(k)\) to complex \(k\).

Continuation in \(k\). Start from band 1 on the real axis and solve \(\mu(E)=\cos ka\). The implicit function theorem continues \(E(k)\) along a path as long as \(E\) stays finite and \(\mu'(E)\ne0\). It cannot run to infinity as \(k\) tends to a finite point. If it did, \(\mu\) would tend to a finite limit; since \(|\cos pa|\ge\sinh|\mathrm{Im}\,pa|\), equation (2) would keep \(\mathrm{Im}\,p\) bounded; \(p\) would then cross the lines \(\mathrm{Re}\,pa=n\pi\) without end, on which \(\cos pa=(-1)^n\cosh(\mathrm{Im}\,pa)\) alternates in sign with modulus at least one, and \(\mu\) would have no limit. A zero of \(\mu'\) can be met only where \(\cos ka\) is real with modulus at least one, that is on the lines \(\mathrm{Re}\,k=n\pi/a\). In the open strip \(0<\mathrm{Re}\,k<\pi/a\), which is simply connected, \(E(k)\) is therefore analytic and single-valued, and likewise in every other such strip.

The lines need care, because higher gaps can be narrower and have their own branch points closer to the real axis than \(h\). On \(k=i\kappa\), the equation \(\mu=\cosh\kappa a\) has a real solution below band 1 for every \(\kappa\), with \(\mu'\neq0\). It joins the band bottom at \(\kappa=0\), is analytic in a neighbourhood of the line, and agrees with the strip functions near \(k=0\), hence along the whole line by the identity theorem. On \(k=\pi/a+i\kappa\) with \(|\kappa|<h\), the equation \(\mu=-\cosh\kappa a\) has a real solution between the top of band 1 and \(E_0\), with the same properties. The branch points of higher gaps lie over these lines but on other sheets. The sheet of band 1 is thus analytic in the plane cut along \(\mathrm{Re}\,k=\pi/a\), \(|\mathrm{Im}\,k|\ge h\), modulo \(2\pi/a\). On it \(\mu'\ne0\), and \(s(a)\ne0\) because \(\cos ka=\pm1\) only at the two edges of band 1. So \(N\) is analytic and free of zeros there, the cut plane is simply connected, and \(N^{-1/2}\), taken positive on the real axis, is analytic and periodic.

## 6. The Wannier function

Define

\[
\psi_k(x)=\varphi_k(x)\,N(k)^{-1/2},\qquad w(x)=\frac a{2\pi}\int_0^{2\pi/a}\psi_k(x)\,dk .
\]

For real \(k\), \(\psi_k\) is normalised to one over a cell and \(\psi_k(0)=N^{-1/2}>0\). This choice of phase is Kohn's gauge. The Bloch condition gives

\[
w(x+Ra)=\frac a{2\pi}\int_0^{2\pi/a}e^{ikRa}\,\psi_k(x)\,dk ,\tag{8}
\]

a Fourier coefficient of the kind met in section 1, one for each fixed \(x\) in the home cell. Parseval's relation gives \(\sum_R|w(x+Ra)|^2=(a/2\pi)\int|\psi_k(x)|^2dk\), and integration over the cell gives \(\int|w|^2dx=1\) on the whole line. The symmetries \(\psi_{-k}(x)=\psi_k(-x)=\psi_k(x)^*\), with \(k\to-k\) in the integral over a full period, make \(w\) real and even. It is enough to study \(R\to+\infty\).

## 7. Expansion at the branch point

With \(k=\pi/a+i(h-t)\),

\[
\cos ka=-\cosh[(h-t)a],\qquad i\sin ka=-i\sin[i(h-t)a]=\sinh[(h-t)a].
\]

Let \(\eta=E-E_0\) and \(\mu_3=\mu'''(E_0)\). Expand both sides of \(\mu(E)=\cos ka\) and cancel \(-\cosh ha\):

\[
\tfrac12\mu_2\eta^2+\tfrac16\mu_3\eta^3+O(\eta^4)=a\sinh(ha)\,t-\tfrac12a^2\cosh(ha)\,t^2+\dots
\]

The right side has a non-zero linear term, so \(t\) is an analytic function of \(\eta\). The \(t^2\) term first matters at order \(\eta^4\), and

\[
t=\alpha\eta^2\left[1+\frac{\mu_3}{3\mu_2}\eta+O(\eta^2)\right],\qquad \alpha=\frac{\mu_2}{2a\sinh ha}.
\]

Let \(\tau=t^{1/2}\) be the principal root, whose cut along negative \(t\) is the cut above \(k_0\). For small positive \(t\) the sheet of band 1 has \(E<E_0\), which fixes the sign: \(\tau=-\sqrt\alpha\,\eta\,[1+\mu_3\eta/(6\mu_2)+\dots]\). This relation has a non-zero linear term, so it inverts to a convergent power series for \(\eta\) in \(\tau\) on some disc:

\[
\eta=-\frac{\tau}{\sqrt\alpha}\left[1-\frac{\mu_3}{6\mu_2}\eta+\dots\right]=-\frac{\tau}{\sqrt\alpha}\left[1+\frac{\mu_3}{6\mu_2}\frac{\tau}{\sqrt\alpha}+O(\tau^2)\right].\tag{9}
\]

Replacing \(\tau\) by \(-\tau\) gives band 2, so the two bands are split by \(2\sqrt{t/\alpha}\,[1+O(t)]\), the even powers of \(\tau\) dropping out of the difference.

Next the norm. From \(\mu'=\mu_2\eta[1+\mu_3\eta/(2\mu_2)+\dots]\) and the first form of (9),

\[
-\mu'=\frac{\mu_2\tau}{\sqrt\alpha}\left[1+\left(\frac{\mu_3}{2\mu_2}-\frac{\mu_3}{6\mu_2}\right)\eta+\dots\right]=\frac{\mu_2\tau}{\sqrt\alpha}\left[1+\frac{\mu_3}{3\mu_2}\eta+\dots\right],
\]

with \(\mu_2/\sqrt\alpha=\sqrt{2a\mu_2\sinh ha}\). Writing \(s_0=s(a;E_0)\) and \(s(a;E)=s_0[1+\eta\,\partial_E\ln s(a)+\dots]\), equation (6) gives

\[
N^{-1/2}=A\,t^{-1/4}\left\{1+\eta\left[\tfrac12\partial_E\ln s(a)-\frac{\mu_3}{6\mu_2}\right]+O(t)\right\},
\]
\[
A=\left[\frac{m\,s_0}{\hbar^2}\right]^{1/2}\left[2a\mu_2\sinh ha\right]^{-1/4}.\tag{10}
\]

The first bracket in \(A\) has units \(\mathrm{J^{-1}m^{-1}}\) and the second \(\mathrm{m\,J^{-2}}\), so \(A\) has units \(\mathrm{m^{-3/4}}\) and \(At^{-1/4}\) has units \(\mathrm{m^{-1/2}}\), as a one-dimensional wave function should.

The unnormalised solution is \(\varphi=c(x;E)+\sinh[(h-t)a]\,s(x;E)/s(a;E)\). Its explicit dependence on \(t\) is of order \(\tau^2\), while its dependence through \(E\) is of order \(\tau\). At the branch point it is the real function

\[
\varphi_0(x)=c(x;E_0)+\frac{\sinh ha}{s_0}\,s(x;E_0).
\]

It satisfies \(\varphi_0(a)=-\cosh ha+\sinh ha=-e^{-ha}\), which is \(\lambda=e^{ik_0a}\), so \(\varphi_0(x+a)=-e^{-ha}\varphi_0(x)\): it is the evanescent solution at \(E_0\) that decays to the right. Collecting the factors, and using \(\eta=-\tau/\sqrt\alpha\) at this order,

\[
\psi_k(x)=A\varphi_0(x)\,t^{-1/4}\left[1+r_1(x)\,t^{1/2}+O(t)\right],
\]
\[
r_1=-\alpha^{-1/2}\left[\partial_E\ln\varphi\big|_{k_0}+\tfrac12\partial_E\ln s(a)-\frac{\mu_3}{6\mu_2}\right]_{E_0},\tag{11}
\]

where the first derivative is taken with \(\sinh ha\) held fixed. All the factors other than \(t^{-1/4}\) are analytic in \(\eta\), hence in \(\tau\), so the bracket in the first line is a convergent series in \(t^{1/2}\).

The weak-potential limit must return (1). Put \(z=pa\), so \(dz/dE=ma^2/(\hbar^2z)\), which equals \(a/\gamma\) at \(z=\pi\). To leading order \(\mu_2\) has its free value, the second derivative of \(\cos z\) at \(z=\pi\), which is \((a/\gamma)^2\); and \(\sinh ha\to ha\). Then \(\alpha^{-1/2}=[2a\cdot ha\,\gamma^2/a^2]^{1/2}=\gamma\sqrt{2h}\), the coefficient found for \(W\). The function \(s(a;E)\) vanishes at the upper edge, \(V_1\) above \(E_0\), with the free slope \(d(a\sin z/z)/dE=-(a/\pi)(a/\gamma)\). Hence \(s_0=a^2V_1/(\pi\gamma)=a^2h/\pi\) and \(\partial_E\ln s(a)=-1/V_1\). Then \(ms_0/\hbar^2=ah/\gamma\), and

\[
A^2=\frac{ah/\gamma}{\sqrt{2a\,(a/\gamma)^2\,ha}}=\frac1a\sqrt{\frac h2},
\]

which agrees with (1). At \(x=0\), \(\varphi=1\) for all \(E\), the \(\mu_3\) term stays finite while \(1/V_1\) grows, and \(r_1=\gamma\sqrt{2h}/(2\gamma h)=1/\sqrt{2h}\), again as in (1).

## 8. Wrapping the contour round the cut

Let \(X=Ra>0\). In the variable \(t\), \(e^{ikX}=(-1)^Re^{-hX}e^{tX}\) and \(dk=dt/i\), and the real interval \(0\le k\le2\pi/a\) is the segment from \(h-i\pi/a\) up to \(h+i\pi/a\). Equation (8) becomes

\[
w(x+Ra)=(-1)^Re^{-hX}\,\frac{a}{2\pi i}\int_{h-i\pi/a}^{h+i\pi/a}e^{tX}\psi\,dt .
\]

Choose \(\delta>0\) small enough that \(|t|\le\delta\) lies inside the disc where (11) converges, and move the segment left to \(\mathrm{Re}\,t=-\delta\), which in the \(k\) plane is a move upward past \(k_0\). By section 5 the integrand is analytic in the region swept, apart from the cut. The new path has four kinds of piece. The two horizontal pieces at \(\mathrm{Im}\,t=\pm\pi/a\) are the lines \(\mathrm{Re}\,k=0\) and \(2\pi/a\); \(\psi\) is periodic, \(e^{tX}\) takes the same values on both because \(e^{2\pi iR}=1\), and they are run in opposite directions, so they cancel. The vertical pieces at \(\mathrm{Re}\,t=-\delta\) are bounded by a constant times \(e^{-\delta X}\). The small circle about \(t=0\) contributes as its radius to the power \(3/4\) and vanishes. What is left is the two lips of the cut, the lower one run toward the origin and the upper one run away from it.

Take one term \(t^{-\nu}\) with \(\nu<1\). On the lower lip \(t=ye^{-i\pi}\), \(t^{-\nu}=y^{-\nu}e^{i\pi\nu}\), \(dt=-dy\) with \(y\) going from \(\delta\) to 0, which gives \(+e^{i\pi\nu}\int_0^\delta y^{-\nu}e^{-yX}dy\). On the upper lip \(t=ye^{i\pi}\) and \(y\) goes from 0 to \(\delta\), which gives \(-e^{-i\pi\nu}\) times the same integral. So

\[
\frac1{2\pi i}\int_{\rm lips}e^{tX}t^{-\nu}dt=\frac{\sin\pi\nu}{\pi}\int_0^\delta y^{-\nu}e^{-yX}dy=\frac{\sin\pi\nu}{\pi}\,\Gamma(1-\nu)X^{\nu-1}+O(e^{-\delta X}).
\]

The reflection formula \(\Gamma(\nu)\Gamma(1-\nu)=\pi/\sin\pi\nu\) turns the coefficient into \(1/\Gamma(\nu)\):

\[
t^{-\nu}\ \longrightarrow\ \frac{X^{\nu-1}}{\Gamma(\nu)} .\tag{12}
\]

For \(f\simeq(ta)^{-\nu}\) the prefactor \(a\cdot a^{-\nu}\) times \((Ra)^{\nu-1}/\Gamma(\nu)\) is \(R^{\nu-1}/\Gamma(\nu)\), the result of section 1. For a pure power with \(0<\nu<1\) integrated over the whole real line the cut can be followed to infinity and the statement is exact: \((1/2\pi)\int e^{iqX}(h+iq)^{-\nu}dq=X^{\nu-1}e^{-hX}/\Gamma(\nu)\). With the pure numbers \(\nu=1/4\), \(h=0.5\), \(X=2\), direct quadrature and the formula both give 0.06033259.

The remainder in (11) after two terms is bounded on the lips by \(Ky^{3/4}\), and contributes at most \((K/\pi)\int_0^\infty y^{3/4}e^{-yX}dy=O(X^{-7/4})\). This is Watson's lemma in the form needed. The terms \(t^{-1/4}\) and \(t^{+1/4}\) have \(\nu=1/4\) and \(\nu=-1/4\) and give \(X^{-3/4}/\Gamma(1/4)\) and \(X^{-5/4}/\Gamma(-1/4)\). For fixed \(x\) with \(\varphi_0(x)\neq0\) and \(R\to\infty\),

\[
w(x+Ra)=(-1)^R\,C\,\varphi_0(x)\,(Ra)^{-3/4}e^{-hRa}\left[1+\frac{b_1(x)}{\sqrt R}+O\!\left(\frac1R\right)\right],\tag{13}
\]
\[
C=\frac{aA}{\Gamma(1/4)},\qquad b_1=\frac{r_1}{\sqrt a}\,\frac{\Gamma(1/4)}{\Gamma(-1/4)} .
\]

This is the He–Vanderbilt law with its constant. Since \((-1)^Re^{-hRa}\varphi_0(x)=\varphi_0(x+Ra)\), and \((Ra)^{-3/4}\) differs from \((x+Ra)^{-3/4}\) by a relative \(O(1/R)\), the leading term can be written \(w(x')\simeq C\varphi_0(x')\,x'^{-3/4}\) for large \(x'\). The tail is the evanescent state at the energy \(E_0\) in the gap, multiplied by a slowly falling power. Along the line above the zone edge the decay constant \(\kappa(E)=\arccos\!\mathrm{h}(-\mu)/a\) rises from zero at one gap edge to its maximum \(h\) at \(E_0\) and falls to zero at the other, so \(h\) is the fastest decay that any solution in this gap has.

The short form \(x^{-3/4}e^{-hx}\) describes an envelope. The function \(\varphi_0\) is real, continuous and changes sign from one cell to the next, so it has at least one node in each cell. At such a point the \(t^{-1/4}\) term is absent, \(b_1\) is infinite while \(\varphi_0b_1\) stays finite, and \(w(x+Ra)\) falls as \(R^{-5/4}e^{-hRa}\).

The weak limit shows when the law sets in. There \(b_1(0)/\sqrt R=[\Gamma(1/4)/\Gamma(-1/4)]/\sqrt{2hRa}\), so the expansion parameter is \((hRa)^{-1/2}\) and the law needs \(Ra\gg1/h\). As the gap closes, \(h\to0\), \(C\propto h^{1/4}\to0\), and the region of validity recedes to infinity. At \(V=0\) the function \(\psi_k=a^{-1/2}e^{ikx}\) on \(|k|<\pi/a\) jumps at the zone edge, and \(w=\sqrt a\,\sin(\pi x/a)/(\pi x)\) falls as \(1/x\). The limits \(h\to0\) and \(R\to\infty\) do not commute.

## 9. The band energy and the density matrix

The same rule (12) applies to any periodic function that is analytic on the cut sheet of section 5 and can be expanded in powers of \(t\), fractional ones included, at the branch point. The Fourier coefficients \(E_R=(a/2\pi)\int e^{ikRa}E(k)dk\) are the hopping integrals between Wannier functions \(R\) cells apart. In (9) the constant \(E_0\) has \(\nu=0\) and gives nothing, and the term \(-\alpha^{-1/2}t^{1/2}\) has \(\nu=-1/2\). With \(\Gamma(-1/2)=-2\sqrt\pi\),

\[
E_R\simeq(-1)^R\,\frac{a}{2\sqrt{\pi\alpha}}\,(Ra)^{-3/2}e^{-hRa}.
\]

The density matrix of the filled band, per spin, is \(\rho(x,x')=(a/2\pi)\int\psi_k(x)\psi_k(x')^*dk\). The conjugate must be written as \(\psi_{-k}(x')\) before the contour is moved. At \(x=Ra\), \(x'=0\) the integrand is \(e^{ikRa}/N\) with \(1/N\simeq A^2t^{-1/2}\), so

\[
\rho(Ra,0)\simeq(-1)^R\,\frac{aA^2}{\sqrt\pi}\,(Ra)^{-1/2}e^{-hRa}.
\]

The density matrix is a sum over cells of products of two Wannier functions, and it may seem odd that it falls more slowly than either factor. The exponentials \(e^{-hna}e^{-h(R-n)a}\) multiply to the same value for every intermediate cell \(0<n<R\), so all of them contribute, and the sum of \(n^{-3/4}(R-n)^{-3/4}\) scales as \(R^{1-3/2}=R^{-1/2}\). Its coefficient is \(\int_0^1u^{-3/4}(1-u)^{-3/4}du=\Gamma(1/4)^2/\sqrt\pi\), which together with \(C^2\) reproduces the constant \(aA^2/\sqrt\pi\) above. This way of dividing the sum among cells holds at large \(R\) only: terms such as \(w(0)\,w(Ra)\), with one factor at or near its centre, fall as \(R^{-3/4}e^{-hRa}\) and are smaller by no more than \(R^{-1/4}\), so the intermediate cells take over the sum very slowly. The law for \(\rho(Ra,0)\) itself is approached much faster: in \(1/N=A^2t^{-1/2}[1+2r_1(0)t^{1/2}+O(t)]\) the first correction is a constant, which has \(\nu=0\) and gives nothing, so the relative error is \(O(1/R)\). The same holds for \(E_R\), where the term in \(t^1\) drops out.

For the gauge \(\psi_k(0)>0\), the Wannier tail (13) has been derived with its constant and first correction, together with the decay laws for the hopping integrals and the density matrix. It remains to see what a change of gauge can alter, and to test the results on a worked example and numerically.
